Landauer's residual resistivity dipole and the Boltzmann resistivity of dilute scatterers

## Part I. The dipole of a single scatterer

**The form fixed by symmetry and dimensions**

Let a metal carry a weak, uniform electron current with drift velocity u along x, and let one spherical scatterer sit at the origin. The current changes the potential energy U(r) of an electron near the scatterer. To first order in u this change is a scalar built linearly from the vector u. The only other vector available is the position r, so

U(r) = g(r) cosθ,  (1)

where θ is the angle between r and u. No term independent of θ appears, because a change linear in u must reverse its sign when u is reversed. The function g(r) vanishes far from the scatterer.

Dimensions restrict g further. A drifting electron gas has its Fermi sphere displaced by mu/ħ in wave number, which changes the energy at the Fermi surface by an amount of order ħk_F u. The scatterer takes momentum from the current, and its power to do so is measured by an area, the transport cross-section σ_tr. If no other property of the scatterer matters far away, and if what it scatters spreads over a sphere of area proportional to r², then

U(r) = −C ħk_F u σ_tr cosθ/r².  (2)

The minus sign anticipates that electrons are held up on the upstream side, where they raise the potential energy of other electrons. This argument leaves two questions open. The number C is unknown, and it could depend on r/l, where l is the mean free path in the surrounding metal. For r much less than l electrons fly freely from the scatterer; for r much greater than l they diffuse. For a scatterer treated as a point source of collisions, the derivation below gives C = 1/(4π) in both regions and between them; the second part states the limits of that treatment.

**The electron gas and its kinetic equation**

The model is a degenerate gas with the parabolic energy ε = ħ²k²/(2m), at a temperature low enough for all transport quantities to be taken at the Fermi energy. Its Fermi velocity is v = ħk_F/m. With both spins counted, its density n and its density of states N at the Fermi energy are

n = k_F³/(3π²),  N = m k_F/(π²ħ²).  (3)

Let Φ(r) be the smooth part of the potential energy that appears with the current. It contains the applied field and the response of the electrons, but not the short-ranged potential of the scatterer, which is treated as a collision. In a steady state the occupation f(r,k) obeys

v_k·∇f − (1/ħ)∇Φ·∇_k f = collision rate.  (4)

Write the occupation as equilibrium plus a small change at the Fermi surface:

f = f₀(ε) + (−f₀′) ψ(r,k̂).  (5)

Here k̂ is the direction of k, and f₀′ = df₀/dε. The first term of (4) is (−f₀′)v·∇ψ. In the second term it suffices to differentiate f₀, since the product of ∇Φ and ψ is of second order in the current. With ∇_k f₀ = ħv_k f₀′,

−(1/ħ)∇Φ·∇_k f₀ = (−f₀′) v·∇Φ.  (6)

The background scatterers are elastic and rotationally invariant. The occupation factors of forward and reverse collisions combine as f(k′)[1−f(k)] − f(k)[1−f(k′)] = f(k′) − f(k), so the collision rate is (−f₀′)C[ψ], with

C[ψ](k̂) = v n_b ∫dΩ′ s_b(γ)[ψ(k̂′) − ψ(k̂)].  (7)

In this expression n_b is the density of background scatterers, s_b is their differential cross-section, and γ is the angle between k̂ and k̂′. A function that does not depend on k̂ gives zero in (7). Therefore C[ψ] = C[ψ+Φ], and the natural variable is

χ(r,k̂) = ψ(r,k̂) + Φ(r).  (8)

After the common factor (−f₀′) is cancelled, (4) becomes

v·∇χ = C[χ].  (9)

The electric potential has disappeared from the transport problem. It will be recovered from χ by screening.

Let ⟨…⟩ denote the average over all directions k̂. Since the energy integral of N(−f₀′) is N, the change in density is

δn = N⟨ψ⟩ = N(⟨χ⟩ − Φ).  (10)

The particle current density is

j = Nv⟨k̂ψ⟩ = Nv⟨k̂χ⟩,  (11)

where the second form holds because ⟨k̂⟩ = 0. The average ⟨χ⟩ is the local change of electrochemical potential: it equals Φ wherever the gas is neutral.

**The uniform current**

Let θ_k be the angle between k̂ and x. In a uniform current the distribution has the form X cosθ_k, while Φ = −Fx, where F is the constant driving force on an electron. Thus

χ_u = −Fx + X cosθ_k.  (12)

Equation (11) and ⟨cos²θ_k⟩ = 1/3 give the current j = NvX/3. Set j = nu. From (3), Nv = k_F²/(π²ħ), so

X = 3nu/(Nv) = 3 · k_F³/(3π²) · u · π²ħ/k_F² = ħk_F u.  (13)

This is the energy change of a Fermi sphere displaced by mu/ħ, as the opening estimate supposed. At this point the current is prescribed; the force F needed to maintain it is not yet known.

**The scatterer as a source**

A uniform density n_s of scatterers with differential cross-section s(γ) would add to the right side of (9) a collision term like (7), with n_b s_b replaced by n_s s. One scatterer at the origin corresponds to n_s = δ(r). This replacement describes distances large compared with the core of the scatterer. To lowest order the incident distribution is (12); its first term vanishes at the origin. The added collision rate is then

δ(r) vX ∫dΩ′ s(γ)(cosθ_k′ − cosθ_k).  (14)

To do the integral, split k̂′ into a part k̂ cosγ and a part perpendicular to k̂. At fixed γ the perpendicular part averages to zero as k̂′ turns around k̂. Hence cosθ_k′ may be replaced by cosγ cosθ_k, and (14) becomes

−δ(r) vσ_tr X cosθ_k,  σ_tr = ∫dΩ s(γ)(1 − cosγ).  (15)

The factor 1 − cosγ counts deflections according to the forward momentum they destroy. Integrated over directions the source is zero: the scatterer creates no electrons, but removes forward movers and supplies backward movers.

**The response in any background**

Write χ = χ_u + χ₁. The part due to the scatterer satisfies

v·∇χ₁ − C[χ₁] = −vσ_tr X (k̂·x̂) δ(r).  (16)

Use χ₁(r) = ∫d³q/(2π)³ e^{iq·r} χ₁(q). The delta function transforms to one, and ∇ to iq, so for each q

iv(q·k̂)χ₁(q) − C[χ₁(q)] = −vσ_tr X (k̂·x̂).  (17)

For q ≠ 0 this equation has one solution. If there were two, their difference η would solve the equation without a source. Multiply that equation by η* and average over k̂. The first term is imaginary, while

−⟨η*C[η]⟩ = (vn_b/2)⟨∫dΩ′ s_b(γ)|η(k̂′) − η(k̂)|²⟩.  (18)

This must vanish. If background collisions connect all directions, η is independent of k̂, and then (q·k̂)η = 0 requires η = 0.

Now resolve the current direction along q̂ = q/q and across it:

x̂ = (q̂·x̂)q̂ + x̂_⊥.  (19)

Because (17) is linear, its two sources can be treated apart. For the longitudinal source, try a function A that does not depend on k̂. The collision term vanishes, and

ivq(q̂·k̂)A = −vσ_tr X(q̂·x̂)(q̂·k̂).  (20)

Both sides have the same dependence on k̂, so the trial function is the solution. Since −1/i = i,

A = iσ_tr X(q̂·x̂)/q.  (21)

For the transverse source, rotate all electron directions by 180° about q̂. The left side of (17) keeps its form, because q̂·k̂ and the collision operator are unchanged, whereas k̂·x̂_⊥ changes sign. The solution χ_T must therefore change sign too. It follows that

⟨χ_T⟩ = 0,  ⟨(q̂·k̂)χ_T⟩ = 0.  (22)

The transverse part carries neither density nor current along q. Equation (21) thus gives the whole angular average:

⟨χ₁⟩(q) = iσ_tr X q_x/q².  (23)

Within the point-source model no property of the background remains. Its collisions cannot relax the longitudinal response, which is already isotropic.

To return to position, use that 1/q² is the transform of 1/(4πr), and that iq_x represents ∂/∂x. Then

⟨χ₁⟩(r) = σ_tr X ∂/∂x [1/(4πr)] = −σ_tr X cosθ/(4πr²).  (24)

Two limits show what this means. Without background collisions, integration of (16) along straight paths from the origin gives

χ₁(r,k̂) = −σ_tr X cosθ δ(k̂−r̂)/r²,  (25)

where the delta function is normalized over solid angle. Its directional average is (24). Electrons are missing from the beam moving outward downstream and are in excess in the beam moving outward upstream.

In the opposite limit, ql ≪ 1, the streaming term is negligible for the transverse source. Let 1/τ be the rate at which C relaxes a distribution proportional to cosθ_k, and let l = vτ. Then χ_T = −lσ_tr X k̂·x̂_⊥, and by (11) the extra current is

j₁(q) = −jσ_tr l x̂_⊥.  (26)

This current is redistributed around the scatterer without being created or destroyed. Away from the origin its transform back to position is −jσ_tr l∇∂/∂x[1/(4πr)], which is the diffusion current driven by the gradient of (24). The angular distribution thus changes from outward beams to diffusion over a distance l, while its average keeps the same form and strength.

**Screening and the electric dipole**

The electrochemical disturbance becomes an electric one because the electrons repel each other. Let U be the part of Φ caused by the scatterer in the current, and define

P = −σ_tr X/(4π) = −σ_tr ħk_F u/(4π).  (27)

Then ⟨χ₁⟩ = P cosθ/r². With e² in Gaussian form, Poisson's equation for the potential energy of an electron is ∇²U = −4πe²δn₁. Linear Thomas–Fermi response, which is (10) applied to the disturbance, gives

(∇² − κ²)U = −κ²⟨χ₁⟩,  κ² = 4πe²N.  (28)

Since cosθ/r² = −∂(1/r)/∂x, seek U = −P∂G/∂x, with (∇² − κ²)G = −κ²/r. The solution that is finite at the origin and vanishes far away is

G = (1 − e^{−κr})/r.  (29)

Indeed, the delta functions from the two terms cancel in ∇²G, leaving −κ²e^{−κr}/r; subtracting κ²G gives −κ²/r. Differentiation of (29) yields

U(r) = (P cosθ/r²)[1 − (1+κr)e^{−κr}].  (30)

For κr ≫ 1 the bracket is one and U = P cosθ/r². This fixes C = 1/(4π) in (2). The distant gas is neutral, and its electric potential follows the electrochemical potential.

The charge that produces this field lies near the scatterer. From (10), (24) and (30), δn₁ = NP cosθ(1+κr)e^{−κr}/r². Its dipole moment, measured in electron number times length, is

d = ∫d³r x δn₁ = (4πNP/3)∫₀^∞ r(1+κr)e^{−κr}dr.  (31)

The radial integral is 1/κ² + 2/κ² = 3/κ². Hence

d = 4πNP/κ² = P/e².  (32)

The potential energy outside is therefore the Coulomb energy e²d cosθ/r² of an electron near a true dipole. As P is negative, electrons in this point-source model accumulate upstream and are depleted downstream. The inner part of (30) belongs to a point source with linear screening and should not be read as the potential inside a real core. The next part shows that wave mechanics sets a further minimum distance for the simple law.

## Part II. From wave scattering to the resistivity

**Results carried forward**

The current has density j = nu along x, and its distribution at the Fermi surface is X cosθ_k with X = ħk_F u. The average over electron directions is ⟨…⟩, N is the density of states, v the Fermi velocity, and σ_tr the transport cross-section of a scatterer. Around one scatterer the electrochemical disturbance and, beyond the screening length 1/κ, the potential energy of an electron are

⟨χ₁⟩ = U = P cosθ/r²,  P = −σ_tr ħk_F u/(4π).  (33)

In the point-source model the strength P is independent of the background mean free path l. Here F will again be the mean driving force on an electron.

**The same dipole from scattering waves**

The kinetic source treats a collision as a local event. For r ≪ l, the electron density can instead be found from the waves themselves. Write k for k_F. A wave of unit incident amplitude and direction k̂ is

ψ_k(r) = Σ_l (2l+1)i^l e^{iδ_l}R_l(r)P_l(k̂·r̂),  (34)

where l in this subsection labels angular momentum, P_l is a Legendre polynomial, and δ_l is a phase shift. Outside the core R_l = cosδ_l j_l(kr) − sinδ_l y_l(kr), with spherical Bessel functions j_l and y_l.

The occupation of incident directions is changed by X cosθ_k. Before screening, the density change is NXD, with D = ⟨cosθ_k|ψ_k(r)|²⟩. Thus XD is to be compared with ⟨χ₁⟩. Put μ = k̂·r̂. Turning k̂ around r̂ replaces cosθ_k by μcosθ, so

D = cosθ · ½∫₋₁¹ dμ μ|ψ_k|².  (35)

The recursion (2l+1)μP_l = (l+1)P_{l+1} + lP_{l−1} shows that only neighbouring values of l are coupled. With the norm ∫P_{l+1}²dμ = 2/(2l+3),

½∫₋₁¹ dμ μP_lP_{l+1} = (l+1)/[(2l+1)(2l+3)].  (36)

Let Δ_l = δ_{l+1} − δ_l. The two cross terms of a neighbouring pair contain 2Re(ie^{iΔ_l}) = −2sinΔ_l. The factors 2l+1 and 2l+3 cancel, leaving

D = −2cosθ Σ_l (l+1)sinΔ_l R_lR_{l+1}.  (37)

At large r, with a_l = kr − lπ/2 + δ_l,

R_l = [sin a_l + l(l+1)cos a_l/(2kr) + …]/(kr).  (38)

The second term follows from the radial equation for krR_l: its coefficient must balance the centrifugal term l(l+1)/(kr)². Now average over the rapid oscillation. Since a_l − a_{l+1} = π/2 − Δ_l, the averages are

sin a_l sin a_{l+1} → ½sinΔ_l,
sin a_l cos a_{l+1} → ½cosΔ_l,
cos a_l sin a_{l+1} → −½cosΔ_l.  (39)

The last two enter with coefficients (l+1)(l+2)/(2kr) and l(l+1)/(2kr). Their difference is (l+1)/(kr), so

average of R_lR_{l+1} = [sinΔ_l + (l+1)cosΔ_l/(kr) + …]/(2k²r²).  (40)

The leading term in D contains Σ(l+1)sin²Δ_l. This sum is the transport cross-section. To see it, use the scattering amplitude (1/k)Σ(2l+1)e^{iδ_l}sinδ_l P_l(cosγ). Orthogonality and (36) give

σ_tr = (4π/k²)[Σ(2l+1)sin²δ_l − 2Σ(l+1)sinδ_l sinδ_{l+1}cosΔ_l].  (41)

The first sum equals Σ(l+1)(sin²δ_l + sin²δ_{l+1}), after a shift of the index in its second part. Insert sinδ_{l+1} = sinδ_l cosΔ_l + cosδ_l sinΔ_l. Each bracket then reduces to

sin²δ_l + cos²δ_l sin²Δ_l − sin²δ_l cos²Δ_l = sin²Δ_l,  (42)

and therefore

σ_tr = (4π/k²)Σ_l (l+1)sin²Δ_l.  (43)

Equations (37), (40) and (43) give the averaged density

D = −[σ_tr cosθ/(4πr²)](1 + b/r + …),  (44)

b = [2π/(σ_tr k³)]Σ_l (l+1)²sin2Δ_l.  (45)

Multiplication by X reproduces (33) when |b| ≪ r ≪ l, a range that exists only if |b| is small compared with the mean free path. For a weak potential, the phase shifts are proportional to its strength, so σ_tr is of second order. The sum in (45) is of first order, unless the volume integral of the potential vanishes. Apart from that exception, the length |b| grows as the scatterer becomes weaker. A small cross-section does not imply a small near zone.

The term in b is absent from the point-source model, and it does not simply die out beyond the mean free path l. It comes from the extra electrons held by the potential. If their number is Z, so that Σ(2l+1)δ_l = πZ/2, then (45) gives b ≈ −2π²Z/(σ_tr k³) for small phase shifts. At distances beyond the mean free path these electrons act as a small region of higher conductivity. If the relaxation time is unchanged, the conductivity follows the density, and such a region adds a dipole of strength FZ/(4πn), with F = X/l. Relative to P this is −Z/(n l σ_tr) = 3b/(2l); if instead the mean free path is unchanged, it is b/l. The independence of P from the background therefore holds only for |b| ≪ l. For a weak scatterer in a strongly scattering metal this extra dipole can exceed P and reverse the sign of the distant field.

The average has removed ripples of wavelength π/k. They come from the terms cos(a_l + a_{l+1}) in (37) and also fall as 1/r². The dipole is consequently a coarse-grained field, not the density at every point. The ripples need not be smaller than the dipole, but they contribute no distant voltage, as the next average shows.

**One dipole makes one voltage step**

Average the field of one dipole over the positions it may take in a plane across the current. Equivalently, integrate its potential over a plane at fixed x. With ρ the distance from the axis and r² = x² + ρ², one has ρdρ = rdr. For x > 0,

∫d²ρ U = 2πPx∫_x^∞ dr/r² = 2πP.  (46)

For x < 0 the result is −2πP. The integrated potential therefore changes across the scatterer by

4πP = −σ_tr ħk_F u.  (47)

The near-field term in (44) multiplies the leading result (46) by an added fraction

bx∫_x^∞ dr/r³ = b/(2x),  (48)

which vanishes at large x. For a ripple of relative amplitude a and phase φ, integration by parts gives

ax∫_x^∞ cos(2kr+φ)dr/r² = −a sin(2kx+φ)/(2kx) + O(1/(kx)²).  (49)

It too leaves no distant step.

A dipole field falls too slowly for its sum to be independent of the shape of a large sample. Here the shape and the boundary condition are definite: the slab is wide across the current, and the total current is fixed. A plane average keeps only wave vectors q parallel to x. For these the transverse direction x̂_⊥ in (19) is zero, so the scatterer adds no mean current through the plane. The step is therefore the additional voltage at the prescribed current.

**Adding the scatterers**

Consider a slab of thickness L containing a random density n_i of identical scatterers. Per unit area there are n_iL of them. By (47), their dipoles change the mean potential energy across the slab by

U_downstream − U_upstream = 4πn_iPL = −FL.  (50)

Hence

F = 4πn_i|P| = n_iσ_tr ħk_F u.  (51)

Each scatterer must respond to the current in the presence of the others. To account for this, add them in small steps of density dn_i while holding j fixed. Each step adds

dF = 4π|P|dn_i.  (52)

The strength P does not change as the mean free path shortens, so integration from an otherwise perfect metal gives (51). The mean disturbance produced by the dipoles already present is isotropic in k̂ after averaging over a plane; it leaves the incident part X cosθ_k unchanged. This argument neglects the correction of relative order b/l, which for l = 1/(n_iσ_tr) is the carrier-density change of order Zn_i/n. It also neglects correlations between the positions, repeated return of electrons to one scatterer, and interference between paths through several scatterers.

The explicit addition of many dipoles shows the same law. Choose units of length and energy in which their density and individual strength are both one. A slab of thickness 20 and radius 200 then contains about 2.5 million randomly placed dipoles. Their potentials were added at two points on the axis, each 10 units beyond a face, and the dipoles at larger radius were included as a continuum. The potential difference was 0.999 times 4πL. The small remainder belongs to this finite random sample.

**The Boltzmann resistivity**

The uniform Boltzmann equation gives the force by a separate route. Put χ_u = −Fx + X cosθ_k into (9). The collision integral with scatterer density n_i is the one evaluated in (15), with δ(r) replaced by n_i. Thus

−Fv cosθ_k = −n_i vσ_tr X cosθ_k.  (53)

Cancelling −v cosθ_k gives F = n_iσ_tr X, which is (51). In terms of the transport relaxation time, 1/τ = n_i vσ_tr.

Let e be the magnitude of the electron charge. The electric field has magnitude F/e, and the charge current density has magnitude enu. Their ratio is the residual resistivity,

ρ = F/(e²nu) = ħk_F n_iσ_tr/(ne²) = m/(ne²τ).  (54)

The last form follows from ħk_F = mv. Momentum balance explains the agreement. The driving force supplies momentum nF per unit volume and time. By (51), each scatterer takes up momentum at the rate nσ_tr ħk_F u. The loss that reduces the current in the Boltzmann equation is the same loss that creates the dipole.

**A numerical model**

Take Rydberg atomic units, in which ħ = 1, m = 1/2 and e² = 2. Energies are in rydberg (Ry), lengths in bohr, and velocities in bohr Ry/ħ. Choose k_F = 0.8 bohr⁻¹ and u = 10⁻⁶. Equation (3) gives n = 0.01729 bohr⁻³. There is one impurity per hundred conduction electrons, so n_i = 1.729×10⁻⁴ bohr⁻³.

The impurity is modelled by an attractive spherical well of radius 3 bohr. Matching waves inside and outside the well gives its phase shifts. Its depth is fixed numerically at 0.2026 Ry by the Friedel sum rule

(2/π)Σ_l (2l+1)δ_l = 1,  (55)

which requires one screening electron. The first phase shifts, from l = 0 to l = 3, are 0.3996, 0.2846, 0.0554 and 0.0053 rad. This well is a model of a screened impurity; its shape has not been determined self-consistently.

The terms (l+1)sin²Δ_l for l = 0, 1 and 2 are about 0.0132, 0.1032 and 0.0075. With a very small remainder, their sum is 0.1240, and (43) gives

σ_tr = (4π/0.8²) × 0.1240 = 2.43 bohr².

The transport mean free path is l = 1/(n_iσ_tr) = 2.38×10³ bohr. The dipole strength follows from (27):

P = −2.434 × 0.8 × 10⁻⁶/(4π) = −1.55×10⁻⁷ Ry bohr².

Equation (45) gives b = −15.5 bohr. It is negative because the phase shifts decrease with l, making the important Δ_l negative. With background collisions omitted, the near-field correction b/r at 1000 bohr is −1.55 per cent. It grows towards the impurity, and within about 16 bohr the smoothed density before screening even has the opposite sign to the distant dipole, although the screening length is only about 1 bohr.

The wave density can also be found by Gauss–Legendre integration of |ψ_k|² in (35). Averages over four ripple wavelengths, centred at 200 and 400 bohr and extrapolated to remove the 1/r correction, give 1.0000 times the dipole coefficient in (44), and b = −15.5 bohr. Near 400 bohr the ripple amplitude is 1.76 times the mean dipole, so the coarse-graining is essential here.

Integration of this wave profile over planes, before screening and with background collisions omitted, shows how the step in ⟨χ₁⟩ is approached. Screening would weaken the ripple part in the voltage, by the factor κ²/(κ²+4k²) ≈ 0.28 in the Thomas–Fermi model. The unscreened step differs from its distant value by −4.4 per cent at x = 200 bohr and by −0.7 per cent at 1000 bohr. The near-field estimate b/(2x) gives −3.9 and −0.8 per cent; the remaining differences are within the ripple scale a/(2kx) from (49).

The leading dipole law gives downstream potential energies of −1.55×10⁻¹³ Ry at 1000 bohr and −1.55×10⁻¹⁵ Ry at 10 000 bohr. These distances lie on opposite sides of the mean free path, but the factor of one hundred comes from 1/r² alone. Corrections of order b/r and b/l are omitted. Here b/l = −0.65 per cent, so these values, the force and the resistivity below carry a model uncertainty of about one per cent.

The force is

F = 4π × 1.729×10⁻⁴ × 1.550×10⁻⁷ = 3.37×10⁻¹⁰ Ry/bohr.

This corresponds to an electric field of 86.6 V/m. The charge current density is 2.045×10¹⁰ A/m². Therefore

ρ = 86.6/(2.045×10¹⁰) = 4.23×10⁻⁹ Ω m = 0.423 µΩ cm.

**Where the result changes**

The potential in (33) requires distances beyond the core, the screening length and |b|, and it requires |b| to be small compared with the mean free path. The sum in (51) also requires dilute, uncorrelated scatterers. If their positions are correlated, waves scattered by different impurities interfere in a way that the product n_iσ_tr does not contain. If electrons return coherently to earlier scatterers, successive addition with a fixed P is no longer justified.

Rotational symmetry has a separate role. It made cosθ_k keep its form in a collision, and it prevented the transverse response from carrying density. On an anisotropic Fermi surface either property can fail. The disturbance may then depend on direction and on the background scattering, and one transport cross-section need not describe it. The simple dipole strength (27) then cannot be assumed, and the voltage has to be found from the full kinetic equation.

Numbers in the example were calculated in double precision.
